\section*{Fourfold X-ray Intensity at the Critical Angle of a Flat Substrate}

\section{Result}

A plane X-ray wave falls on a flat, sharp, nonabsorbing substrate of refractive index $n<1$. The grazing angle $\theta$ is measured from the surface, and the critical angle satisfies $\cos\theta_c=n$. For an electric field parallel to the surface (s polarization),
\begin{equation}
I(\theta_c)\equiv\frac{|E(0)|^2}{|E_0|^2}=4 ,
\end{equation}
where $E(0)$ is the total field at the surface and $E_0$ the amplitude of the incident wave alone. This is the largest surface value at any angle. For the other polarization the value differs from 4 by about $8(1-n)$, a relative change of two parts in $10^5$ or less when $1-n$ is about $10^{-6}$ to $10^{-5}$.

Here ``intensity'' means squared electric field, not energy flow into the substrate. A sufficiently thin deposit absorbs in proportion to the squared field. It therefore fluoresces four times as strongly as the same deposit without a substrate, with the beam, the angle and the detection held fixed. Substrate absorption and angular spread reduce the factor, and the deposit's own optics change it; each is treated below.

\section{The simplest case: exactly at the critical angle}

Let $z$ point out of the substrate, with the surface at $z=0$, and let fields vary in time as $e^{-i\omega t}$. In s polarization the field points along $y$ and has the form $E(z)e^{ikx\cos\theta}$, with $k=2\pi/\lambda$. In a nonmagnetic medium of permittivity $\varepsilon(z)$, Maxwell's equations give $\nabla^2E_y+k^2\varepsilon E_y=0$. The two $x$ derivatives contribute $-k^2\cos^2\theta$, so
\begin{equation}
E''+k^2(\varepsilon-\cos^2\theta)E=0. \label{wave}
\end{equation}
Both $E$ and $E'$ are continuous at the surface, because the tangential electric and magnetic fields are.

In the substrate $\varepsilon=n^2$. At the critical angle $n^2-\cos^2\theta_c=0$, so $E''=0$ there. The solution that stays bounded deep in the substrate is a constant, and its slope vanishes. Hence $E'(0)=0$.

In vacuum $\varepsilon=1$ and $1-\cos^2\theta=\sin^2\theta$. Write $s=\sin\theta$ and $s_c=\sin\theta_c$. The vacuum field is
\begin{equation}
E=E_0e^{-iksz}+rE_0e^{iksz},
\end{equation}
where the first term travels down and the second up. Its slope at the surface is $-iksE_0(1-r)$. Setting this to zero gives $r=1$: the reflected wave has the same amplitude and phase as the incident wave at $z=0$. The amplitudes add to $2E_0$, and squaring gives 4. Above the surface,
\begin{equation}
\frac{|E(z)|^2}{|E_0|^2}=|e^{-iks_cz}+e^{iks_cz}|^2=4\cos^2(ks_cz). \label{standing}
\end{equation}

Energy is conserved. The reflectance is $|r|^2=1$, so no net energy crosses the surface. The average of Eq.~(\ref{standing}) over height is 2, the sum of two equal beams. Interference concentrates the field at the surface and removes it from the nodes. The first node lies at $z=\pi/(2ks_c)$, and the intensity has fallen to 2 at half that height.

\section{Generalization to any angle}

Define the scaled normal wavenumber in the substrate,
\begin{equation}
w=\sqrt{n^2-\cos^2\theta}=\sqrt{s^2-s_c^2},
\end{equation}
where the second form uses $n^2=\cos^2\theta_c=1-s_c^2$. The substrate field is $tE_0e^{-ikwz}$. When $w$ is imaginary, the root with positive imaginary part makes the field decay as $z\to-\infty$. Continuity of field and slope gives
\begin{align}
1+r&=t, & s(1-r)&=wt.
\end{align}
Dividing the second equation by $s$ and adding it to the first eliminates $r$:
\begin{equation}
2=t\left(1+\frac{w}{s}\right),\qquad t=\frac{2s}{s+w}. \label{t}
\end{equation}

Let $u=s/s_c$. Below the critical angle, $w=is_c\sqrt{1-u^2}$, and
\begin{equation}
|s+w|^2=s_c^2\left[u^2+(1-u^2)\right]=s_c^2 .
\end{equation}
Above it, $w=s_c\sqrt{u^2-1}$ is real. Thus
\begin{equation}
I=|t|^2=\begin{cases}4u^2,&u\le1,\\[3pt]
\dfrac{4u^2}{(u+\sqrt{u^2-1})^2},&u\ge1.\end{cases}\label{law}
\end{equation}

The first branch rises to 4. For the second, divide numerator and denominator by $u^2$ to obtain $4/(1+v)^2$, where $v=\sqrt{1-1/u^2}$. As $u$ grows from 1, $v$ rises from 0 towards 1, so the intensity falls from 4 towards 1. The maximum is therefore at $u=1$.

Two limits show what the reflected wave does. As $u\to0$, $r\to-1$ and the two waves cancel at the surface. Far above the critical angle reflection is weak and the incident intensity is recovered. At $u=0.5$ the intensity is 1.00, so total reflection alone does not guarantee enhancement. At $u=1.2$ it has already dropped to 1.66.

\section{The other polarization}

In p polarization the magnetic field $H$ lies along $y$. Now $H$ and $H'/\varepsilon$ are continuous. At the critical angle the substrate field $H$ is again constant with height, so its slope is zero on both sides. The incident and reflected magnetic fields are equal at the surface.

The electric component along $x$ is proportional to $H'/\varepsilon$ and vanishes. The incident component along $z$ has magnitude $E_0\cos\theta_c=nE_0$; the reflected one doubles it to $2nE_0$. Continuity of $\varepsilon E_z$ then gives the field just inside:
\begin{equation}
I_{\rm above}=4n^2,\qquad
I_{\rm below}=\left(\frac{2n}{n^2}\right)^2=\frac4{n^2}.
\end{equation}
At $n=0.9$ these are 3.24 and 4.94, so polarization matters when the index is far from 1. For X-rays write $n=1-\delta$. To first order the two values are $4\mp8\delta$, and the difference from 4 is negligible. The rest of the calculation uses s polarization.

\section{From field to fluorescence}

Let the deposit have thickness $d$ and permittivity $\varepsilon_f$. For electric-dipole absorption, the absorbed power per volume is $\tfrac12\omega\epsilon_0\,{\rm Im}\,\varepsilon_f|E|^2$. The incident power per surface area is $\tfrac12c\epsilon_0|E_0|^2s$; the factor $s$ accounts for the spreading of the beam over the surface. With $\omega/c=k$, the fraction of the beam absorbed is
\begin{equation}
P=\frac{k\,{\rm Im}\,\varepsilon_f\,d}{s}\,|t|^2
 =\frac{\mu_fd}{s}\,|t|^2 . \label{fraction}
\end{equation}
The last step uses $n_f=1-\delta_f+i\beta_f$, so that ${\rm Im}\,\varepsilon_f\simeq2\beta_f$, and the absorption coefficient $\mu_f=2k\beta_f$. The film is assumed too thin to change the field.

Without the substrate, a sufficiently thin film sees $|E|^2=|E_0|^2$ and absorbs $\mu_fd/s$. The ratio is $|t|^2$, or 4 at $\theta_c$. If a fixed share of the absorption produces the chosen fluorescence line, and the line is collected equally in both cases, the fluorescence has the same ratio.

The factor $1/s$ in Eq.~(\ref{fraction}) is separate. It counts the additional atoms lit by a long footprint, provided that the whole footprint lies on the sample and is seen by the detector. If the beam overfills a fixed sample area at both angles, the number of lit atoms does not change and only the field factor remains.

\section{When the substrate absorbs}

Let the substrate index be $1-\delta+i\beta$, and define $s_c^2=1-{\rm Re}\,\varepsilon$ and $b={\rm Im}\,\varepsilon/s_c^2$. For small $\delta$ and $\beta$, $s_c^2\simeq2\delta$ and ${\rm Im}\,\varepsilon\simeq2\beta$, so $b\simeq\beta/\delta$. At $s=s_c$ the real part of $w^2$ vanishes:
\begin{equation}
w=s_c\sqrt{ib}=s_c(1+i)g,\qquad g=\sqrt{b/2}.
\end{equation}
Substitution in Eq.~(\ref{t}) gives $t=2/[1+(1+i)g]$. The squared magnitude of the denominator is $(1+g)^2+g^2=1+2g+2g^2$, hence
\begin{equation}
I(\theta_c)=\frac4{1+\sqrt{2b}+b}. \label{absorb}
\end{equation}
The limit $b\to0$ restores 4, but slowly, because the loss starts as a square root. Keeping the loss within 1\% requires $b$ no larger than about $5.05\times10^{-5}$.

Weak absorption, $b\ll1$, also moves the maximum to a smaller angle. With $w/s_c=\sqrt{u^2-1+ib}$, the derivative of $w/s_c$ at $u=1$ is $1/\sqrt{ib}=(1-i)/(2g)$. For small $b$ this large term dominates the change of Eq.~(\ref{t}), giving
\begin{equation}
\left.\frac{d\ln|t|^2}{du}\right|_{u=1}\simeq-2\,{\rm Re}\frac{1-i}{2g}
=-\sqrt{\frac2b}<0 .
\end{equation}
The intensity is already falling at the nominal critical angle. Because the derivative of $w/s_c$ equals $s_c/w$ at $u=1$, the slope there is exactly $2-\sqrt{2/b}$, which is negative only for $b<1/2$.

\section{When the deposit changes the field}

Take the substrate as nonabsorbing again, and first let the film be transparent, with a lower refractive index than the substrate, $\delta_f>\delta$. At $\theta_c$ the field at the film's base is $E_b$ and its slope is zero. Inside the film Eq.~(\ref{wave}) reads $E''=\kappa^2E$, with $\kappa^2\simeq k^2(2\delta_f-s_c^2)$. At the top,
\begin{equation}
E=E_b\cosh\kappa d,\qquad E'=\kappa E_b\sinh\kappa d .
\end{equation}
Let $A$ and $B$ be the downgoing and upgoing amplitudes in vacuum at the film top. Then $E=A+B$ and $E'=-iks_c(A-B)$, so
\begin{equation}
A=\frac12\left(E+\frac{iE'}{ks_c}\right). \label{A}
\end{equation}
Dividing $|E_b|^2$ by $|A|^2$ gives the intensity at the base,
\begin{equation}
I_b=\frac4{\cosh^2\kappa d+(\kappa/ks_c)^2\sinh^2\kappa d}. \label{clear}
\end{equation}
For $\kappa d\ll1$ the relative loss is $\kappa^2d^2[1+(\kappa/ks_c)^2]$, of second order in thickness.

In a sufficiently thin film, absorption matters first, because its effect is linear in thickness. To first order in $d$, the slope at the top is
\begin{equation}
E'\simeq-k^2(s_c^2-2\delta_f+2i\beta_f)d\,E_b .
\end{equation}
Its imaginary part contributes $+2k\beta_fd/s_c=\mu_fd/s_c$ to the real part of $iE'/(ks_cE_b)$. The remaining contribution is imaginary and affects $|A|^2$ only in second order. Therefore
\begin{equation}
|A|^2\simeq\frac{|E_b|^2}{4}\left(1+\frac{2\mu_fd}{s_c}\right),\qquad
I_b\simeq4\left(1-\frac{2\mu_fd}{s_c}\right). \label{filmloss}
\end{equation}
As $d\to0$ both corrections vanish, which is the precise sense of ``ultrathin'' here.

\section{Hafnium oxide on silicon}

Consider a film grown by atomic layer deposition and excited at 10 keV, above the hafnium L$_3$ edge. The wavelength is 0.12398 nm. Rough values are used for the silicon density, 2.33 g/cm$^3$, and absorption coefficient, 80 cm$^{-1}$. With $n_e$ the electron density and $r_e$ the classical electron radius, and without resonance corrections,
\begin{align}
\delta&=\frac{r_e\lambda^2n_e}{2\pi}=4.82\times10^{-6},\\
s_c&\simeq\sqrt{2\delta}=3.105\times10^{-3}.
\end{align}
The critical angle is about 3.1 mrad, or $0.18^\circ$; further digits are kept only for the arithmetic. The ideal standing wave falls to intensity 2 at 5.0 nm and has its first node at 10.0 nm.

For the film, take $\delta_f=1.4\times10^{-5}$ and $\mu_f=1700$ cm$^{-1}=1.7\times10^{-4}$ nm$^{-1}$, also rough. One growth cycle is represented by a uniform 0.1 nm layer. On an ideal substrate, Eq.~(\ref{filmloss}) predicts a relative loss of
\begin{equation}
\frac{2(1.7\times10^{-4})(0.1)}{3.105\times10^{-3}}=0.011 ,
\end{equation}
so the intensity should be about 3.96. Solving Eq.~(\ref{wave}) layer by layer and averaging over the film gives 3.95.

The solution also gives the beam fraction absorbed by this film, from the energy missing from the reflected and transmitted waves. It is $2.16\times10^{-2}$ at $\theta_c$ and $2.40\times10^{-5}$ at $45^\circ$, a ratio of 900. Most of that ratio is footprint: a beam 0.05 mm high covers 16.1 mm of surface at $\theta_c$. The field accounts for a factor close to 4.

Silicon is not transparent enough to preserve the ideal value. Its $\beta=7.89\times10^{-8}$ gives $b=0.0164$, and Eq.~(\ref{absorb}) becomes
\begin{equation}
I(\theta_c)=\frac4{1+0.181+0.016}=3.34 .
\end{equation}
A scan over angle places the maximum, 3.55, at $s/s_c=0.981$, on the low-angle side as derived.

The film-averaged intensity at $\theta_c$, relative to the undisturbed incident wave, depends strongly on thickness:
\begin{center}
\begin{tabular}{ccc}
Film (nm) & Ideal substrate & Absorbing silicon\\
0.1 & 3.95 & 3.29\\
1.0 & 3.24 & 2.66\\
3.0 & 1.63 & 1.41
\end{tabular}
\end{center}
They are not exactly ratios to the same film without a substrate, because a free-standing film also changes its own field. At 1 nm its average is 0.92, so the ratio on absorbing silicon is 2.88 rather than 2.66; at 0.1 nm the correction is below 1\%. The averages use 40 slices through the film; doubling the number changes the 3 nm value on silicon by $6\times10^{-5}$. The rough film constants matter far more. Going from $\delta_f=1.5\times10^{-5}$, $\mu_f=1900$ cm$^{-1}$ to $\delta_f=1.3\times10^{-5}$, $\mu_f=1550$ cm$^{-1}$ moves the silicon entries from about 2.6 to 2.7 at 1 nm and from about 1.3 to 1.5 at 3 nm, while the 0.1 nm entry changes by only 0.01. For a transparent 1 nm film on the ideal substrate, Eq.~(\ref{clear}) gives 3.51 at the base, and the field rises towards the top. The lower average of 3.24 therefore shows the effect of film absorption. A 3 nm film is well outside the ultrathin limit, even though it is thinner than the 5.0 nm half-intensity height of the bare surface.

Angular spread matters because Eq.~(\ref{law}) falls steeply above $u=1$. For $u=1+\eta$ with small positive $\eta$, it gives $I\simeq4(1-2\sqrt{2\eta})$, whereas the fall below the critical angle is linear. Averaging the ideal surface intensity uniformly over a full width of 0.1 mrad centred on $\theta_c$ gives 3.57. With the same spread, absorbing silicon and the 0.1 nm film together, the film average is 3.23.

Two surface details are much smaller in this model. A 1 nm native oxide of density 2.2 g/cm$^3$, treated as transparent, gives 3.9997 at its top on otherwise ideal silicon. This closeness to 4 rests on the neglected absorption: with a rough oxide coefficient of 42 cm$^{-1}$ the value is 3.989, and on absorbing silicon the same oxide changes 3.34 to 3.35. Replacing the sharp surface by a smooth error-function density profile of 0.3 nm rms width gives 4.004 at its midpoint. This slight excess does not contradict the maximum of 4, which was derived for a sharp step. The smooth profile represents laterally averaged roughness and leaves out diffuse scattering.

\section{Reading the number in a real measurement}

The energy, layer thickness and materials are in the regime of hafnium oxide growth on silicon, but the film density and optical constants are rough, and an early deposit may be uneven. The assumption most clearly broken is the nonabsorbing substrate: it alone moves the surface factor from 4 to 3.34 at $\theta_c$. The chosen angular spread and the one-cycle film bring the combined estimate to about 3.2. A sample shorter than 16.1 mm would not intercept the whole example beam, so its count rate would lose part of the footprint gain. For a thickness calibration, a constant factor of 4 would be unsafe here: between 0.1 and 1 nm on silicon the film-averaged intensity relative to the incident wave falls from 3.29 to 2.66, and the signal grows less than in proportion to thickness.
